# Thickness Reduction of a Distant-Gate Capacitor by a Wigner Crystal: test program

```python
"""
Result under test: a classical triangular electron crystal of areal density n,
at distance d from a metal gate, has the effective capacitor thickness
    d_eff = d - (3 eta / (16 pi)) / sqrt(n),   3 eta / (16 pi) = about 0.117,
when the gate is distant. The crystal energy per electron is
-eta e^2 sqrt(n) / eps, with a neutralising background.
Reduced units: e^2/eps = 1 (Gaussian), electron mass = 1, hbar = 1.
u(n) is the energy per area, and d_eff = u''(n) / (4 pi) in an isotropic host.
For a uniaxial host, stretch = sqrt(eps_parallel / eps_perpendicular).
"""
import numpy as np
from scipy.special import erfc
from scipy import constants as sc

pi = np.pi


def cells(density, shape="triangular"):
    """Rows: primitive vectors of the lattice and of its reciprocal lattice."""
    if shape == "triangular":
        spacing = np.sqrt(2 / (np.sqrt(3) * density))
        direct = spacing * np.array([[1, 0], [0.5, np.sqrt(3) / 2]])
    else:
        direct = np.eye(2) / np.sqrt(density)
    return direct, 2 * pi * np.linalg.inv(direct).T


def nonzero_points(cell, reach):
    k = np.arange(-reach, reach + 1)
    pairs = np.array(np.meshgrid(k, k)).reshape(2, -1).T
    return pairs[np.any(pairs != 0, axis=1)] @ cell


def ewald_eta(shape):
    """Minus the energy per electron at unit density, by Ewald summation."""
    direct, reciprocal = cells(1.0, shape)
    r = np.linalg.norm(nonzero_points(direct, 6), axis=1)
    g = np.linalg.norm(nonzero_points(reciprocal, 6), axis=1)
    total = (-4 + np.sum(erfc(np.sqrt(pi) * r) / r)
             + np.sum(2 * pi / g * erfc(g / (2 * np.sqrt(pi)))))
    return -total / 2


def second_derivative(f, x):
    h = 0.02 * x
    return (-f(x + 2*h) + 16*f(x + h) - 30*f(x) + 16*f(x - h)
            - f(x - 2*h)) / (12 * h**2)


# Large disc of the unit-density triangular lattice for direct summation
disc = nonzero_points(cells(1.0)[0], 300)
disc = disc[np.linalg.norm(disc, axis=1) < 250]
disc_r = np.linalg.norm(disc, axis=1)
disc_cut = np.sqrt((len(disc) + 1) / pi)   # radius of equal area


def gated_energy(n, d, stretch=1.0):
    """Energy per area from electrons and image charges, summed directly."""
    r = disc_r / np.sqrt(n)
    cut = disc_cut / np.sqrt(n)
    h = 2 * d * stretch
    pair = np.sum(1 / r - 1 / np.sqrt(r**2 + h**2))
    tail = 2 * pi * n * (np.sqrt(cut**2 + h**2) - cut)
    return n / 2 * (pair + tail - 1 / h)


def direct_thickness(n, d, stretch=1.0):
    curvature = second_derivative(lambda x: gated_energy(x, d, stretch), n)
    return curvature / (4 * pi * stretch)


g_lengths = np.linalg.norm(nonzero_points(cells(1.0)[1], 40), axis=1)


def image_term(gate):
    """Finite-gate addition to d_eff*sqrt(n), where gate = d*sqrt(n)."""
    t = 2 * g_lengths * gate
    return -np.sum((3 - 5*t + t**2) * np.exp(-t) / g_lengths) / 16


# Static crystal: lattice energy and capacitor thickness
eta = ewald_eta("triangular")
eta_square = ewald_eta("square")
coefficient = 3 * eta / (16 * pi)
assert eta > eta_square
eta_direct = 2 * pi * 2.0 - gated_energy(1.0, 2.0)
assert abs(eta_direct - eta) < 1e-5
assert abs(coefficient - 0.117) < 5e-4

gate_table = []
for gate in (0.1, 0.25, 0.5, 1.0, 2.0):
    summed = direct_thickness(1.0, gate)
    assert abs(summed - (gate - coefficient + image_term(gate))) < 1e-5
    assert summed > 0
    gate_table.append((gate, summed, gate - coefficient))
assert abs(gate_table[-1][1] - gate_table[-1][2]) < 1e-5


# Lattice vibrations
def dynamical_matrix(q, n):
    """Ewald form of sum over R of (1 - cos q.R) times the Hessian of 1/R."""
    direct, reciprocal = cells(n)
    R = nonzero_points(direct, 5)
    G = nonzero_points(reciprocal, 5)
    a = np.sqrt(pi * n)
    r = np.linalg.norm(R, axis=1)
    gauss = 2 * a / np.sqrt(pi) * np.exp(-(a * r)**2)
    slope = -erfc(a * r) / r**2 - gauss / r
    bend = 2 * erfc(a * r) / r**3 + 2 * gauss / r**2 + 2 * a**2 * gauss
    unit = R / r[:, None]
    along = unit[:, :, None] * unit[:, None, :]
    hessian = (bend[:, None, None] * along
               + (slope / r)[:, None, None] * (np.eye(2) - along))
    short = np.einsum("qr,rij->qij", 1 - np.cos(q @ R.T), hessian)

    def reciprocal_sum(k):
        size = np.linalg.norm(k, axis=-1)
        weight = 2 * pi * n / size * erfc(size / (2 * a))
        return np.einsum("...g,...gi,...gj->...ij", weight, k, k)

    all_G = np.vstack([np.zeros((1, 2)), G])
    shifted = q[:, None, :] + all_G[None, :, :]
    return short + reciprocal_sum(shifted) - reciprocal_sum(G)


def zero_point(n, grid=24):
    """Zero-point energy per electron, averaged over the Brillouin zone."""
    s = (np.arange(grid) + 0.5) / grid
    q = np.array(np.meshgrid(s, s)).reshape(2, -1).T @ cells(n)[1]
    squares = np.linalg.eigvalsh(dynamical_matrix(q, n))
    assert squares.min() > 0      # the triangular crystal is stable
    return 0.5 * np.mean(np.sum(np.sqrt(squares), axis=1))


q_test = np.array([[1.3, 0.7]])
bare = (3 * disc[:, :, None] * disc[:, None, :] / disc_r[:, None, None]**5
        - np.eye(2) / disc_r[:, None, None]**3)
summed_matrix = np.einsum("r,rij->ij", 1 - np.cos(disc @ q_test[0]), bare)
summed_matrix += pi / disc_cut * np.eye(2)
assert np.allclose(summed_matrix, dynamical_matrix(q_test, 1.0)[0], atol=1e-4)

zp = zero_point(1.0)
assert abs(zp - zero_point(1.0, 16)) < 1e-3 * zp
zp_curvature = second_derivative(lambda x: x * zero_point(x), 1.0)
assert abs(zp_curvature / (21 / 16 * zp) - 1) < 1e-4

# Thermal part of one mode, frequency x*n**(3/4), temperature 1
for x in np.geomspace(0.01, 30, 200):
    thermal = second_derivative(
        lambda n: n * np.log(-np.expm1(-x * n**0.75)), 1.0)
    assert abs(thermal) <= 0.75 + 1e-6

# Worked example: lengths in nm, energies in eV
density_cm2 = 1e11
n = density_cm2 * 1e-14
d = 50.0
mass = 0.7
eps_par, eps_perp = 7.0, 3.5
temperature = 0.5
barrier, barrier_mass = 1.0, 0.5
eps = np.sqrt(eps_par * eps_perp)
stretch = np.sqrt(eps_par / eps_perp)
coulomb = sc.e / (4 * pi * sc.epsilon_0) * 1e9 / eps
bohr = sc.physical_constants["Bohr radius"][0] * 1e9 * eps / mass
kT = sc.k * temperature / sc.e
r_s = 1 / (np.sqrt(pi * n) * bohr)

reduction = coefficient / np.sqrt(n)
d_eff = d - reduction
assert abs(direct_thickness(n, d) - d_eff) < 1e-3
d_uniaxial = d - reduction / stretch
assert abs(direct_thickness(n, d, stretch) - d_uniaxial) < 1e-3

zp_length = 21 / 16 * zp * (n * bohr**2)**-0.25 * bohr / (4 * pi)
thermal_length = 1.5 * kT / (4 * pi * coulomb * n)
combined = (reduction - zp_length) / stretch
cap_geometric = sc.epsilon_0 * eps / (d * 1e-9) * 100
cap_crystal = sc.epsilon_0 * eps / (d_eff * 1e-9) * 100
field = sc.e * n * 1e18 / (sc.epsilon_0 * eps_perp)
bias = field * d * 1e-9
lowest_barrier = barrier - bias
assert lowest_barrier > 0
decay = np.sqrt(2 * barrier_mass * sc.m_e * lowest_barrier * sc.e) / sc.hbar

print(f"eta, triangular lattice: {eta:.6f}")
print(f"eta, square lattice: {eta_square:.6f}")
print(f"eta from direct image sum: {eta_direct:.6f}")
print(f"energy coefficient eta/sqrt(pi), times 1/r_s: {eta/np.sqrt(pi):.6f}")
print(f"thickness coefficient 3 eta/(16 pi): {coefficient:.6f}")
print(f"shortest reciprocal vector / sqrt(n): {g_lengths.min():.4f}")
print("d*sqrt(n) | d_eff*sqrt(n) direct | distant-gate law")
for gate, summed, law in gate_table:
    print(f"  {gate:.2f} | {summed:.5f} | {law:.5f}")
print(f"zero-point coefficient c (reduced units): {zp:.4f}")
print(f"zero-point coefficient, times r_s^(-3/2): {zp/pi**0.75:.4f}")
print(f"density: {density_cm2:.1e} cm^-2")
print(f"gate distance d: {d:.1f} nm")
print(f"effective mass: {mass:.2f} m_e")
print(f"permittivity in plane, out of plane: {eps_par:.1f}, {eps_perp:.1f}")
print(f"isotropic-model permittivity: {eps:.3f}")
print(f"temperature: {temperature:.2f} K")
print(f"length 1/sqrt(n): {1/np.sqrt(n):.2f} nm")
print(f"lattice constant: {np.sqrt(2/(np.sqrt(3)*n)):.2f} nm")
print(f"effective Bohr radius: {bohr:.4f} nm")
print(f"r_s: {r_s:.1f}")
print(f"crystal energy per electron: {-eta*coulomb*np.sqrt(n):.5f} eV")
print(f"crystal chemical potential: {-1.5*eta*coulomb*np.sqrt(n):.5f} eV")
print(f"crystal dmu/dn: {-0.75*eta*coulomb/np.sqrt(n):.3f} eV nm^2")
print(f"thickness reduction: {reduction:.3f} nm = {10*reduction:.2f} angstrom")
print(f"effective thickness, isotropic model: {d_eff:.3f} nm")
print(f"geometric capacitance: {cap_geometric:.5f} uF/cm^2")
print(f"capacitance with crystal: {cap_crystal:.5f} uF/cm^2")
print(f"capacitance increase: {100*(cap_crystal/cap_geometric-1):.2f} %")
print(f"finite-gate change of d_eff: {image_term(d*np.sqrt(n))/np.sqrt(n):.1e} nm")
print(f"zero-point change of d_eff: +{zp_length:.3f} nm")
print(f"zero-point change / reduction: {100*zp_length/reduction:.1f} %")
print(f"thermal change of d_eff, at most: {thermal_length:.4f} nm")
print(f"Coulomb/thermal energy ratio: {coulomb*np.sqrt(pi*n)/kT:.0f}")
print(f"anisotropy factor on reduction: {1/stretch:.4f}")
print(f"static reduction, uniaxial host: {reduction/stretch:.3f} nm")
print(f"reduction, uniaxial + zero-point: {combined:.3f} nm")
print(f"effective thickness, combined: {d-combined:.3f} nm")
print(f"gate field (uniaxial host): {field/1e8:.4f} MV/cm")
print(f"electrostatic gate bias: {bias:.3f} V")
print(f"assumed barrier, barrier mass: {barrier:.1f} eV, {barrier_mass:.1f} m_e")
print(f"tunnelling exponent, lowest barrier: {2*decay*d*1e-9:.0f}")
print("OK")
```

Running it gives:

```
eta, triangular lattice: 1.960516
eta, square lattice: 1.950132
eta from direct image sum: 1.960516
energy coefficient eta/sqrt(pi), times 1/r_s: 1.106103
thickness coefficient 3 eta/(16 pi): 0.117010
shortest reciprocal vector / sqrt(n): 6.7517
d*sqrt(n) | d_eff*sqrt(n) direct | distant-gate law
  0.10 | 0.02560 | -0.01701
  0.25 | 0.13620 | 0.13299
  0.50 | 0.38200 | 0.38299
  1.00 | 0.88298 | 0.88299
  2.00 | 1.88299 | 1.88299
zero-point coefficient c (reduced units): 1.9201
zero-point coefficient, times r_s^(-3/2): 0.8137
density: 1.0e+11 cm^-2
gate distance d: 50.0 nm
effective mass: 0.70 m_e
permittivity in plane, out of plane: 7.0, 3.5
isotropic-model permittivity: 4.950
temperature: 0.50 K
length 1/sqrt(n): 31.62 nm
lattice constant: 33.98 nm
effective Bohr radius: 0.3742 nm
r_s: 47.7
crystal energy per electron: -0.01804 eV
crystal chemical potential: -0.02705 eV
crystal dmu/dn: -13.527 eV nm^2
thickness reduction: 3.700 nm = 37.00 angstrom
effective thickness, isotropic model: 46.300 nm
geometric capacitance: 0.08765 uF/cm^2
capacitance with crystal: 0.09466 uF/cm^2
capacitance increase: 7.99 %
finite-gate change of d_eff: -3.3e-07 nm
zero-point change of d_eff: +0.690 nm
zero-point change / reduction: 18.6 %
thermal change of d_eff, at most: 0.0177 nm
Coulomb/thermal energy ratio: 378
anisotropy factor on reduction: 0.7071
static reduction, uniaxial host: 2.616 nm
reduction, uniaxial + zero-point: 2.129 nm
effective thickness, combined: 47.871 nm
gate field (uniaxial host): 0.0517 MV/cm
electrostatic gate bias: 0.259 V
assumed barrier, barrier mass: 1.0 eV, 0.5 m_e
tunnelling exponent, lowest barrier: 312
OK
```
